# Dipolar doublet of two identical interface spins in high field

Suppose that a pair of paramagnetic defects at a flat interface shows a resolved doublet, and that the splitting is to be turned into a distance. The calculation needs one decision first: is the dipolar coupling to be multiplied by 3/2 or by 1? The splitting varies as $1/r^3$, so using 1 where 3/2 is right multiplies the inferred distance by $(2/3)^{1/3}=0.874$. The distance comes out 12.6% too short, and an areal density estimated as $1/r^2$ comes out 31% too high. The factor is 3/2 if the two spins are identical in a sense made quantitative below, and 1 if they are sufficiently different and have no exchange coupling.

## The model and its conventions

Two electron spins 1/2 are joined by a vector $\mathbf r=r\mathbf n$, at angle $\theta$ to the static field $B$, which lies along $z$. The distance is large compared with the extent of the orbitals, so the spins act as point dipoles. Their $g$ factors are equal and isotropic, and hyperfine coupling is left out. All energies are divided by $h$ and are therefore frequencies.

The moments are $\mathbf m_i=-g\mu_B\mathbf S_i$, with dimensionless $\mathbf S_i$. The Zeeman energy $-\mathbf m_i\cdot\mathbf B$ gives $\nu S_{iz}$, with $\nu=g\mu_BB/h$, so spin up is the higher state. The magnetic dipole energy is

$$\frac{\mu_0}{4\pi r^3}\left[\mathbf m_1\cdot\mathbf m_2-3(\mathbf m_1\cdot\mathbf n)(\mathbf m_2\cdot\mathbf n)\right].$$

The two minus signs in the moments cancel, and

$$H_{dd}=d\left[\mathbf S_1\cdot\mathbf S_2-3(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)\right],\qquad d=\frac{\mu_0g^2\mu_B^2}{4\pi hr^3}.$$

The result to be derived, for $\nu\gg d$, is a doublet with signed splitting

$$\Delta=\tfrac32A,\qquad A=d(1-3\cos^2\theta).$$

Here $\Delta$ is the frequency of the transition between the upper two triplet levels minus that between the lower two. A spectrum shows $|\Delta|$.

## First derivation: the part that conserves $S_z$

Choose $x$ in the plane of field and pair, so that $\mathbf n=(\sin\theta,0,\cos\theta)$. Then

$$(\mathbf S_1\cdot\mathbf n)(\mathbf S_2\cdot\mathbf n)=\cos^2\theta\,S_{1z}S_{2z}+\sin^2\theta\,S_{1x}S_{2x}+\sin\theta\cos\theta\,(S_{1x}S_{2z}+S_{1z}S_{2x}).$$

The last bracket changes the total magnetic quantum number $M$ by one. With $S_x=(S_++S_-)/2$,

$$S_{1x}S_{2x}=\tfrac14(S_{1+}S_{2+}+S_{1-}S_{2-})+\tfrac14F,\qquad F=S_{1+}S_{2-}+S_{1-}S_{2+}.$$

The first part changes $M$ by two. The flip-flop operator $F$ exchanges the states $|{+}{-}\rangle$ and $|{-}{+}\rangle$ and keeps $M$.

Terms that change $M$ connect levels about $\nu$ or $2\nu$ apart. Their matrix elements are of order $d$, so they shift levels by order $d^2/\nu$ and are dropped at first order. The operator $F$ cannot be dropped: for identical spins it connects two states of equal Zeeman energy, and degenerate perturbation theory requires the coupling to be diagonalized among them.

Since $S_{1x}S_{2x}+S_{1y}S_{2y}=F/2$, what remains is

$$H_{\rm sec}=d\left[(1-3\cos^2\theta)S_{1z}S_{2z}+\left(\tfrac12-\tfrac34\sin^2\theta\right)F\right].$$

Putting $\sin^2\theta=1-\cos^2\theta$ turns the second coefficient into $-\frac14(1-3\cos^2\theta)$. Hence

$$H_{\rm sec}=A\left(S_{1z}S_{2z}-\tfrac14F\right).$$

In $|{+}{+}\rangle$ and $|{-}{-}\rangle$ the product $S_{1z}S_{2z}$ is $1/4$ and $F$ gives nothing, so both have dipolar energy $A/4$. In the basis $|{+}{-}\rangle,|{-}{+}\rangle$ the matrix has $-A/4$ in all four places. The symmetric combination $T_0$ has energy $-A/4-A/4=-A/2$, and the singlet has $-A/4+A/4=0$.

The microwave field, perpendicular to $B$, acts through $S_{1x}+S_{2x}$. This operator is symmetric under exchange of the spins, so it cannot connect the antisymmetric singlet to the triplet. The two allowed frequencies are

$$\nu_{T_0\to T_+}=\left(\nu+\tfrac A4\right)-\left(-\tfrac A2\right)=\nu+\tfrac34A,$$

$$\nu_{T_-\to T_0}=-\tfrac A2-\left(-\nu+\tfrac A4\right)=\nu-\tfrac34A.$$

Their difference is $\Delta=3A/2$. Each line has squared matrix element $1/2$. The lines are equally strong when $k_BT\gg h\nu$, because the population differences are then equal to leading order.

Without $F$, both states with $M=0$ would lie at $-A/4$, the lines at $\nu\pm A/2$, and the splitting would be $|A|$. The flip-flop term moves $T_0$ by a further $-A/4$. This adds $A/4$ to one transition and takes $A/4$ from the other, so the splitting grows by $A/2$.

In a frame where each spin's Zeeman precession is removed, $S_{1+}S_{2-}$ acquires a phase that rotates at the difference of the two Larmor frequencies. For identical spins the phase stands still and the term acts in full. For very different spins it averages out.

At this order the doublet closes when $\cos^2\theta=1/3$, at $\theta=54.74^\circ$. The Ising and flip-flop parts vanish together, since both carry the factor $A$.

### Unequal spins and exchange

Let the Larmor frequencies be $\nu\pm\delta/2$ with $\delta\ge0$, and add an exchange energy $J\,\mathbf S_1\cdot\mathbf S_2=J(S_{1z}S_{2z}+F/2)$. The states $|{+}{+}\rangle$ and $|{-}{-}\rangle$ now have energies $\pm\nu+(A+J)/4$. The block with $M=0$ is

$$-\frac{A+J}4+\begin{pmatrix}\delta/2&f\\f&-\delta/2\end{pmatrix},\qquad f=\frac12\left(J-\frac A2\right).$$

The matrix has eigenvalues $\pm R/2$, with $R=\sqrt{\delta^2+(J-A/2)^2}$. Subtracting energies gives four lines, at offsets from $\nu$

$$\frac{A+J}2\mp\frac R2\quad\text{and}\quad-\frac{A+J}2\pm\frac R2,$$

where the upper sign belongs to the upper state of the block.

For the intensities, both spins are taken to couple equally to the microwave field. If $\delta$ comes from unequal $g$ factors, this requires their relative difference to be small. For a real normalized state $a|{+}{-}\rangle+b|{-}{+}\rangle$, the squared matrix element to $|{+}{+}\rangle$ or $|{-}{-}\rangle$ is $(a+b)^2/4=(1+2ab)/4$. Here $2ab$ is the expectation value of the operator multiplied by $f$, so it equals the derivative of the eigenvalue $\pm\sqrt{\delta^2/4+f^2}$ with respect to $f$, which is $\pm2f/R$. The intensities are therefore

$$\frac14\left(1\pm\frac{J-A/2}R\right),$$

and the four add up to 1.

If $\delta\ll|J-A/2|$, one state of the block is nearly symmetric and takes the intensity. For $J>A/2$ it is the upper one, with offset $(A+J)/2-(J-A/2)/2=3A/4$. For $J<A/2$ it is the lower one, with offset $(A+J)/2+(A/2-J)/2=3A/4$. To leading order the exchange has dropped out and the factor 3/2 is back. Expanding $R$ one step further gives the signed splitting $\frac32A-\delta^2/(2J-A)$, so the factor 3/2 also requires $\delta^2\ll|A(J-A/2)|$. When the exchange is strong and the dipolar coupling weak, this second condition is the stricter one.

If instead $\delta\gg|J-A/2|$, then $R\approx\delta$, the four lines are about equally strong, and each spin has its own doublet of splitting $|A+J|$. This equals $|A|$ when $J=0$, and otherwise only by the coincidence $J=-2A$. Exchange is thus invisible in the splitting of like spins but enters that of unlike spins, which it can increase or reduce.

## Second derivation: the triplet as one spin 1

For identical spins the Hamiltonian is unchanged when the spins are exchanged, so the singlet separates from the triplet at any field. In the triplet let $\mathbf S=\mathbf S_1+\mathbf S_2$, with $S=1$. From $\mathbf S^2=2$ and $\mathbf S_i^2=3/4$,

$$\mathbf S_1\cdot\mathbf S_2=\tfrac12\left(2-\tfrac34-\tfrac34\right)=\tfrac14.$$

Exchange therefore shifts all three levels by $J/4$ and changes no transition. For the component along $\mathbf n$, $S_n^2=\frac14+\frac14+2S_{1n}S_{2n}$, so $S_{1n}S_{2n}=\frac12S_n^2-\frac14$. The dipolar energy becomes

$$H_{dd}=d\left[\tfrac14-\tfrac32S_n^2+\tfrac34\right]=d\left(1-\tfrac32S_n^2\right).$$

This is a spin 1 with axial zero-field parameter $D=-3d/2$.

In the Cartesian basis of a spin 1, a component acts on a vector of amplitudes as $S_n\mathbf v=i\,\mathbf n\times\mathbf v$. Applying it twice gives $S_n^2\mathbf v=-\mathbf n\times(\mathbf n\times\mathbf v)=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)$. With $s=\sin\theta$ and $c=\cos\theta$, the triplet Hamiltonian is

$$K=\begin{pmatrix}-\frac d2+\frac{3d}2s^2&-i\nu&\frac{3d}2sc\\ i\nu&-\frac d2&0\\ \frac{3d}2sc&0&-\frac d2+\frac{3d}2c^2\end{pmatrix}.$$

Its trace is zero, so the levels obey

$$E^3-pE-q=0,\qquad p=\tfrac12\,{\rm Tr}\,K^2,\qquad q=\det K.$$

The trace of $K^2$ is the sum of the squared magnitudes of the elements:

$${\rm Tr}\,K^2=\tfrac34d^2-\tfrac32d^2(s^2+c^2)+\tfrac94d^2(s^2+c^2)^2+2\nu^2=\tfrac32d^2+2\nu^2,$$

so $p=\nu^2+\frac34d^2$. For the determinant, the two zeros leave

$$q=K_{yy}(K_{xx}K_{zz}-K_{xz}^2)-K_{xy}K_{yx}K_{zz}.$$

In the bracket the terms in $s^2c^2$ cancel and $\frac14d^2-\frac34d^2=-\frac12d^2$ remains. With $K_{xy}K_{yx}=\nu^2$,

$$q=\tfrac14d^3-\nu^2\left(-\tfrac d2+\tfrac{3d}2c^2\right)=\tfrac14d^3+\tfrac12\nu^2A.$$

Call the levels $E_+\ge E_0\ge E_-$. Their sum is zero, so

$$\Delta=(E_+-E_0)-(E_0-E_-)=E_++E_--2E_0=-3E_0.$$

The splitting depends on the middle level alone. At high field that level stays of order $d$, and the cubic, written as $E_0=-q/p+E_0^3/p$, gives $E_0\to-A/2$. Again $\Delta=3A/2$.

### The next correction

To order $1/\nu^2$,

$$\frac qp=\frac A2+\frac{d^3}{4\nu^2}-\frac{3Ad^2}{8\nu^2},\qquad\frac{E_0^3}p=-\frac{A^3}{8\nu^2}.$$

Multiplying $E_0$ by $-3$ gives

$$\Delta=\frac32A+\frac3{8\nu^2}\left(A^3-3Ad^2+2d^3\right).$$

The bracket factors as $(A-d)^2(A+2d)$. Here $A-d=-3dc^2$ and $A+2d=3ds^2$, so

$$\Delta=\frac32A+\frac{81}8\frac{d^3}{\nu^2}\cos^4\theta\sin^2\theta+O\!\left(\frac{d^5}{\nu^4}\right).$$

There is no term in $d^2/\nu$, although each line does move by that order unless $\theta=0$. The sum of the outer levels is $-E_0$ and their product is $E_0^2-p$, hence $E_\pm=-E_0/2\pm\sqrt{p-3E_0^2/4}$. The mean frequency of the two lines is the square root, or

$$\frac{E_+-E_-}2\approx\nu+\frac{3(4d^2-A^2)}{32\nu}.$$

The second-order shift is common to both lines and cancels in their difference.

### Where the doublet closes

The splitting is zero when $E_0=0$, which requires $q=0$. Conversely, if $q=0$ the roots are $0$ and $\pm\sqrt p$, so the zero root is the middle one. The condition is

$$\cos^2\theta=\frac13+\frac{d^2}{6\nu^2}.$$

The familiar $54.74^\circ$ is its high-field limit. At finite field the closing angle is smaller, and it reaches zero at $\nu=d/2$. Because $\cos^2\theta$ cannot exceed 1, no closing angle exists for $\nu<d/2$. The condition states that the three levels are equally spaced. It describes the merging of two allowed lines only when $\nu$ is several times $d$. At $\theta=0$ and $\nu=d/2$ the levels $T_-$, $T_+$, $T_0$ lie at $-d$, $0$, $d$, and the lower interval is the forbidden transition $T_-\to T_+$.

## A pair one nanometre apart

Take a model pair with $g=2$ and $r=1$ nm at $\nu=10\,000$ MHz, which is a field of 357.24 mT. The formula for $d$ gives 51.92 MHz, so $d/\nu$ is about 0.005.

At $\theta=90^\circ$, $A=d$. The dipolar energies are $d/4=12.98$ MHz for $T_+$ and $T_-$, and $-d/2=-25.96$ MHz for $T_0$. To first order the lines lie at $\pm(12.98+25.96)=\pm38.94$ MHz from $\nu$, a splitting of 77.88 MHz. The second-order shift moves both lines up by 0.08 MHz and leaves the splitting unchanged at this precision. Without the flip-flop term it would be 51.92 MHz.

Suppose that the microwave frequency is fixed and the field is swept. Each line then appears where $g\mu_BB/h$ equals that frequency minus the line's offset, so to leading order the field splitting is $h|\Delta|/(g\mu_B)$. Here it is $77.88\times357.24/10\,000=2.78$ mT.

Diagonalizing the full Hamiltonian numerically at other angles gives:

| $\theta$ | $\Delta$ (MHz) |
|---|---|
| $0^\circ$ | $-155.76$ |
| $30^\circ$ | $-97.35$ |
| $45^\circ$ | $-38.94$ |
| $60^\circ$ | $19.47$ |
| $75^\circ$ | $62.23$ |
| $90^\circ$ | $77.88$ |

The change of sign means that the two transitions have exchanged places in the spectrum. The magnitude at $0^\circ$ is twice that at $90^\circ$, as $|1-3|=2$ requires.

At the first-order closing angle, $\cos^4\theta\sin^2\theta=\frac19\cdot\frac23$, and the remaining splitting is $3d^3/(4\nu^2)=1.05$ kHz. The common shift there is $3d^2/(8\nu)\approx0.10$ MHz, about a hundred times larger. The exact closing angle is $54.7353^\circ$, against $54.7356^\circ$ at first order. At $\nu=500$ MHz it is $54.63^\circ$, and below $\nu=d/2=25.96$ MHz there is none. At 357 mT the correction to the closing angle is thus only about $0.0003^\circ$ for this pair.

For defects in a flat interface, $\theta$ is not the tilt of the field from the interface normal. With the field along the normal, each in-plane pair has $\theta=90^\circ$. With a tilt $\beta$, a pair at azimuth $\varphi$ from the projected field has $\cos\theta=\sin\beta\cos\varphi$. Closing at high field needs $\sin\beta|\cos\varphi|=1/\sqrt3$, hence $\beta\ge35.3^\circ$, and it selects particular pair directions. The condition fixes $|\cos\varphi|$, which at most two in-plane directions can share. A single tilt therefore cannot close all the doublets when the pairs lie along three or more directions. With only two directions it can: for two perpendicular ones, $\varphi=\pm45^\circ$ and $\beta=54.7^\circ$ close both.

### How unlike is unlike?

With $J=0$ and $\theta=90^\circ$, the four-line formulas give the following lines as the mismatch grows. They are symmetric about $\nu$ because the common second-order shift, about 0.08 MHz, is left out:

| $\delta$ (MHz) | inner: offset, intensity | outer: offset, intensity |
|---|---|---|
| 0 | none | $\pm38.94$, 0.500 |
| 20 | $\pm9.57$, 0.052 | $\pm42.35$, 0.448 |
| 100 | $\pm25.70$, 0.187 | $\pm77.62$, 0.313 |
| 500 | $\pm224.38$, 0.237 | $\pm276.30$, 0.263 |

At 500 MHz the two lines on one side are $276.30-224.38=51.92$ MHz apart, the splitting $d$ of unlike spins. At 20 MHz the same interval separates $42.35$ from $-9.57$, but the second line is weak. For $J=0$ the offsets $(R+A)/2$ and $(R-A)/2$ differ by $A$ at every $\delta$. The passage from 3/2 to 1 is therefore a transfer of intensity: for identical spins one partner in each such pair of lines is dark, and the eye joins the two that remain.

The scale for $\delta$ is $|J-A/2|$, which without exchange is 26 MHz at $90^\circ$ but zero where $A=0$. At the first-order closing angle even a 2 MHz mismatch makes the spins unlike, and the lines stay 2 MHz apart. Such a mismatch needs a $g$ difference of only $2\times2/10\,000=0.0004$. Near this angle $dA/d\theta=3d\sin2\theta=2\sqrt2\,d$, so $|A|/2$ falls below $\delta$ within $\delta/(\sqrt2\,d)=0.027$ rad, or about $1.6^\circ$.

An exchange much larger than $\delta$ nearly restores the closing. With $J=100$ MHz the strong lines are separated by $R-J\approx\delta^2/(2J)=4/200=0.02$ MHz. The same remainder can spoil a distance when $A$ is small. For a pair 3 nm apart at $\theta=90^\circ$, with $J=100$ MHz and $\delta=10$ MHz, the strong lines are 2.38 MHz apart instead of $\frac32A=2.88$ MHz, and the factor 3/2 would give a distance of 3.20 nm.

## What each derivation assumes

Both derivations assume an isolated pair of point dipoles with isotropic $g$. Defect axes that point in different directions when $g$ is anisotropic can enter the first derivation roughly as a mismatch $\delta$. A nuclear spin coupled to one of the electrons does more. To first order, a nuclear state with $m_I\ne0$ makes the Larmor frequencies unequal and also moves their mean, so the spectrum is a superposition of sets of lines with different centres. A state with $m_I=0$, which exists only for integer nuclear spin, does neither at this order. Anisotropy also alters the dipolar coupling itself, which neither derivation includes.

The first derivation assumes high field, $\nu\gg d$, but not identical spins. When $\delta\ne0$, it also fails in a narrow range near $|J|=\nu$, where the singlet meets an outer triplet level. There the neglected terms mix the two with a strength of order $d\delta/\nu$, which vanishes at $\theta=90^\circ$. It shows which operator supplies the extra half and how a mismatch removes it. By itself it does not tell whether the neglected terms change the splitting at order $d^2/\nu$.

The second assumes identical spins but not high field. It gives the exact closing condition and the size of the correction. It fails as soon as $\delta\ne0$, because the mismatch mixes the singlet with $T_0$ and three levels no longer suffice. At low field $\Delta$ is still a difference of level spacings, but the picture of two equally strong lines near $\nu$ is lost.

The two accounts of the factor 3/2 agree term by term. In the triplet $S_{1z}S_{2z}=\frac12S_z^2-\frac14$. Since $F=2(\mathbf S_1\cdot\mathbf S_2-S_{1z}S_{2z})$, it follows that $F=1-S_z^2$. Apart from constants,

$$H_{\rm sec}=\left(\tfrac12A+\tfrac14A\right)S_z^2.$$

A term $\kappa S_z^2$ raises $T_+$ and $T_-$ by $\kappa$ relative to $T_0$ and so gives $\Delta=2\kappa$. The Ising part supplies $A$, and the flip-flop part supplies $A/2$.

For the distance calculation, the decision rests on $\delta$ compared with $|J-A/2|$. If $\delta$ is much smaller, and $\delta^2$ is also much smaller than $|A(J-A/2)|$, use $|\Delta|=\frac32|A|$. If it is much larger, each spin's splitting is $|A+J|$, and a single such splitting gives a distance only if $J$ is known or negligible. Splittings at several known angles $\theta$ can separate the two couplings, because $A$ varies with $\theta$ and isotropic exchange does not. Outside these limits neither factor applies in general to the separation of the two strongest lines, and the observed positions and intensities must be compared with the four-line formulas.
